# The Exact Electrostatic Scale Length of a Symmetric Double-Gate Transistor: verification in Python

```python
"""Scale length of a symmetric double-gate transistor.

Result under test: even Laplace modes decaying as exp(-k y), k = 1/lambda, obey
    tan(k*beta) * tan(k*alpha) = eps_i / eps_s,
or, with no mode lost,
    eps_s sin(k alpha) sin(k beta) = eps_i cos(k alpha) cos(k beta).
alpha: half the semiconductor thickness; beta: thickness of each insulator;
eps_s, eps_i: relative permittivities; x: across the stack, gates at
|x| = alpha + beta; y: along the channel, from 0 to L. Lengths in nm,
potentials in V, measured from the long-channel solution.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def determinant(k, es, ei, al, be):
    return (es * np.sin(k * al) * np.sin(k * be)
            - ei * np.cos(k * al) * np.cos(k * be))


def scale_length(es, ei, al, be):
    """Largest decay length, from the first root of the matching condition."""
    top = np.pi / (2 * max(al, be))
    k = brentq(determinant, 0, top, args=(es, ei, al, be), xtol=1e-15)
    return 1 / k


def even_roots(es, ei, al, be, count):
    k_max = (count + 2) * np.pi / (al + be)
    grid = np.linspace(0, k_max, 400 * (count + 2))
    val = determinant(grid, es, ei, al, be)
    where = np.nonzero(val[:-1] * val[1:] < 0)[0][:count]
    assert len(where) == count
    return np.array([brentq(determinant, grid[j], grid[j + 1],
                            args=(es, ei, al, be), xtol=1e-14)
                     for j in where])


def finite_volume(es, ei, al, be, step):
    """Stiffness and mass of -(eps X')' = k^2 eps X on the full stack."""
    h = al + be
    n = int(round(2 * h / step))
    x = np.linspace(-h, h, n + 1)
    mid = (x[:-1] + x[1:]) / 2
    e = np.where(np.abs(mid) < al, es, ei).astype(float)
    main = (e[:-1] + e[1:]) / step
    off = -e[1:-1] / step
    mass = step * (e[:-1] + e[1:]) / 2
    return x[1:-1], main, off, mass


def numerical_modes(es, ei, al, be, step=0.005, count=10):
    x, main, off, mass = finite_volume(es, ei, al, be, step)
    w, v = eigh_tridiagonal(main / mass, off / np.sqrt(mass[:-1] * mass[1:]),
                            select='i', select_range=(0, count - 1))
    return np.sqrt(w), v / np.sqrt(mass)[:, None]


eps_s, eps_i, alpha, beta, L = 12.0, 4.0, 3.0, 1.0, 20.0
h = alpha + beta
ratio = eps_i / eps_s
stack = (eps_s, eps_i, alpha, beta)
lam = scale_length(*stack)
roots = even_roots(*stack, 60)

# Spectrum: numerical modes of the whole stack against the matching condition
k_num, v_num = numerical_modes(*stack)
parity = np.sum(v_num * v_num[::-1], axis=0) / np.sum(v_num**2, axis=0)
assert np.allclose(parity, [1, -1] * 5, atol=1e-5)
k_even = k_num[parity > 0]
assert np.allclose(k_even, roots[:5], rtol=1e-4)
product = np.tan(k_even[0] * beta) * np.tan(k_even[0] * alpha)
assert abs(product / ratio - 1) < 1e-4
assert np.all(v_num[:, 0] * v_num[0, 0] > 0)      # slowest mode has no node

# True even modes that the product of tangents cannot find
lost = []
for al, be, limit in ((1.0, 2.0, -2.0), (2.0, 1.0, -2.0)):
    k, v = numerical_modes(eps_s, eps_i, al, be)
    j = np.argmin(abs(k - np.pi / 2))
    assert abs(k[j] - np.pi / 2) < 1e-4
    assert np.sum(v[:, j] * v[::-1, j]) > 0
    near = np.pi / 2 + 1e-5
    value = np.tan(near * al) * np.tan(near * be)
    assert abs(value - limit) < 1e-3
    lost.append((k[j], value))

# Limits of the scale length
k_equal = numerical_modes(7.0, 7.0, alpha, beta, count=1)[0][0]
assert abs(1 / k_equal / (2 * h / np.pi) - 1) < 1e-4
for al, be in ((3.0, 5.0), (3.0, 1.0)):
    k_high = numerical_modes(eps_s, 1000 * eps_s, al, be, count=1)[0][0]
    assert abs(1 / k_high / (2 * max(al, be) / np.pi) - 1) < 3e-3
rest = []
for r in (1e-2, 1e-3):
    exact_sq = scale_length(1.0, r, alpha, beta)**2
    rest.append(exact_sq - alpha * beta / r - (alpha**2 + beta**2) / 3)
assert abs(rest[0] / rest[1] - 10) < 0.5          # remainder is linear in r
lam_thin = np.sqrt(alpha * beta / ratio)
lam_next = np.sqrt(lam_thin**2 + (alpha**2 + beta**2) / 3)

# Same capacitance per area, thicker insulator of higher permittivity
eps_2, beta_2 = 20.0, 5.0
lam_2 = scale_length(eps_s, eps_2, alpha, beta_2)
k_2 = numerical_modes(eps_s, eps_2, alpha, beta_2, count=1)[0][0]
assert abs(lam_2 * k_2 - 1) < 1e-4
assert abs(beta_2 / eps_2 - beta / eps_i) < 1e-12
assert 1 / k_2 > 1 / k_even[0] > lam_thin


# Weights of the modes for the chosen end profile
def mode(k, x):
    outer = (np.cos(k * alpha) / np.sin(k * beta)
             * np.sin(k * (h - np.abs(x))))
    return np.where(np.abs(x) <= alpha, np.cos(k * x), outer)


def end_profile(x):
    return np.minimum(1.0, (h - np.abs(x)) / beta)


def weighted(f):
    return (eps_s * quad(f, 0, alpha, epsabs=1e-11)[0]
            + eps_i * quad(f, alpha, h, epsabs=1e-11)[0])


a, b = roots * alpha, roots * beta
weights = (2 * eps_i * np.cos(a) / (roots**2 * beta
           * (eps_s * alpha + eps_i * beta * np.cos(a)**2 / np.sin(b)**2)))
for j in range(4):
    kj = roots[j]
    norm = weighted(lambda x: mode(kj, x)**2)
    overlap = weighted(lambda x: mode(kj, x) * end_profile(x))
    assert abs(overlap / norm - weights[j]) < 1e-8
    for m in range(j):
        cross = weighted(lambda x: mode(kj, x) * mode(roots[m], x))
        assert abs(cross) < 1e-8

# Two-dimensional solution: unit source deviation, drain deviation zero
step = 0.05
x, main, off, mass = finite_volume(*stack, step)
ny = int(round(L / step)) - 1
y = step * np.arange(1, ny + 1)
K_x = diags([off, main, off], [-1, 0, 1])
T_y = diags([-np.ones(ny - 1), 2 * np.ones(ny), -np.ones(ny - 1)],
            [-1, 0, 1]) / step**2
matrix = (kron(K_x, identity(ny)) + kron(diags(mass), T_y)).tocsc()
rhs = np.zeros((len(x), ny))
rhs[:, 0] = mass * end_profile(x) / step**2
g = spsolve(matrix, rhs.ravel()).reshape(len(x), ny)
series = np.zeros_like(g)
for k, c in zip(roots, weights):
    along = ((np.exp(-k * y) - np.exp(-k * (2 * L - y)))
             / (1 - np.exp(-2 * k * L)))
    series += c * np.outer(mode(k, x), along)
far = y >= 1.0
series_error = np.max(np.abs(g - series)[:, far])
assert series_error < 1e-3

# Decay length read off the two-dimensional solution at mid-channel
axis = g[np.argmin(np.abs(x))]
mid, shift = ny // 2, int(round(2.0 / step))
cosh_value = (axis[mid - shift] + axis[mid + shift]) / (2 * axis[mid])
lam_2d = shift * step / np.arccosh(cosh_value)
assert abs(lam_2d / lam - 1) < 2e-3


# Potential minimum on the axis
def minimum(us, ud, length):
    q = L / length
    return (weights[0] * np.sqrt(2 * us * ud * np.cosh(q) - us**2 - ud**2)
            / np.sinh(q))


u_s, drains = 0.5, (0.5, 1.0)
one_mode = [minimum(u_s, ud, lam) for ud in drains]
full_2d = [np.min(u_s * axis + ud * axis[::-1]) for ud in drains]
thin_min = [minimum(u_s, ud, lam_thin) for ud in drains]
assert np.allclose(one_mode, full_2d, rtol=3e-3)

bohr_nm = physical_constants['Bohr radius'][0] * 1e9
print(f"relative permittivity, semiconductor = {eps_s:.0f}")
print(f"relative permittivity, insulator = {eps_i:.0f}")
print(f"semiconductor thickness = {2*alpha:.1f} nm")
print(f"thickness of each insulator = {beta:.1f} nm")
print(f"channel length = {L:.1f} nm")
print(f"permittivity ratio eps_i/eps_s = {ratio:.5f}")
print(f"k of slowest mode = {1/lam:.5f} 1/nm")
print(f"angle k*t_s/2 = {alpha/lam:.5f} rad")
print(f"angle k*t_i = {beta/lam:.5f} rad")
print(f"tan(k*t_s/2) = {np.tan(alpha/lam):.5f}")
print(f"tan(k*t_i) = {np.tan(beta/lam):.5f}")
print(f"scale length lambda_1 = {lam:.4f} nm")
print(f"scale length lambda_1 = {lam/bohr_nm:.3f} bohr")
print(f"pi*lambda_1 (other convention) = {np.pi*lam:.4f} nm")
print(f"lambda_1, finite-volume modes = {1/k_even[0]:.4f} nm")
print(f"lambda_1, from 2D decay = {lam_2d:.4f} nm")
print(f"second even decay length = {1/roots[1]:.4f} nm")
print(f"third even decay length = {1/roots[2]:.4f} nm")
print(f"slowest odd decay length (numerical) = {1/k_num[1]:.4f} nm")
print(f"thin-layer estimate, first term = {lam_thin:.4f} nm")
print(f"thin-layer estimate, corrected = {lam_next:.4f} nm")
print(f"lower bound max(t_s,2t_i)/pi = {2*max(alpha,beta)/np.pi:.4f} nm")
print(f"second insulator: permittivity = {eps_2:.0f}")
print(f"second insulator: thickness = {beta_2:.1f} nm")
print(f"second insulator: lambda_1 = {lam_2:.4f} nm")
print(f"second insulator: lower bound = "
      f"{2*max(alpha,beta_2)/np.pi:.4f} nm")
print(f"lost mode, t_s=2 t_i=2 nm: k = {lost[0][0]:.4f} 1/nm")
print(f"  tangent product close to it = {lost[0][1]:.4f}")
print(f"lost mode, t_s=4 t_i=1 nm: k = {lost[1][0]:.4f} 1/nm")
print(f"  tangent product close to it = {lost[1][1]:.4f}")
print(f"mode weight c_1 = {weights[0]:.5f}")
print(f"mode weight c_2 = {weights[1]:.5f}")
print(f"largest series-2D difference, y>=1 nm = {series_error:.1e}")
print(f"L/lambda_1 = {L/lam:.4f}")
print(f"source deviation u_s = {u_s:.2f} V")
for j, ud in enumerate(drains):
    print(f"u_d = {ud:.2f} V: minimum, one mode = {1e3*one_mode[j]:.2f} mV")
    print(f"u_d = {ud:.2f} V: minimum, 2D = {1e3*full_2d[j]:.2f} mV")
print(f"shift of minimum, one mode = {1e3*(one_mode[1]-one_mode[0]):.2f} mV")
print(f"shift of minimum, 2D = {1e3*(full_2d[1]-full_2d[0]):.2f} mV")
print(f"shift with first-term lambda, same c_1 = "
      f"{1e3*(thin_min[1]-thin_min[0]):.2f} mV")
print("OK")
```

Running it gives:

```
relative permittivity, semiconductor = 12
relative permittivity, insulator = 4
semiconductor thickness = 6.0 nm
thickness of each insulator = 1.0 nm
channel length = 20.0 nm
permittivity ratio eps_i/eps_s = 0.33333
k of slowest mode = 0.28391 1/nm
angle k*t_s/2 = 0.85174 rad
angle k*t_i = 0.28391 rad
tan(k*t_s/2) = 1.14234
tan(k*t_i) = 0.29180
scale length lambda_1 = 3.5222 nm
scale length lambda_1 = 66.560 bohr
pi*lambda_1 (other convention) = 11.0653 nm
lambda_1, finite-volume modes = 3.5222 nm
lambda_1, from 2D decay = 3.5236 nm
second even decay length = 0.9068 nm
third even decay length = 0.4905 nm
slowest odd decay length (numerical) = 1.5173 nm
thin-layer estimate, first term = 3.0000 nm
thin-layer estimate, corrected = 3.5119 nm
lower bound max(t_s,2t_i)/pi = 1.9099 nm
second insulator: permittivity = 20
second insulator: thickness = 5.0 nm
second insulator: lambda_1 = 4.4496 nm
second insulator: lower bound = 3.1831 nm
lost mode, t_s=2 t_i=2 nm: k = 1.5708 1/nm
  tangent product close to it = -2.0000
lost mode, t_s=4 t_i=1 nm: k = 1.5708 1/nm
  tangent product close to it = -2.0000
mode weight c_1 = 1.12482
mode weight c_2 = -0.15865
largest series-2D difference, y>=1 nm = 6.5e-05
L/lambda_1 = 5.6783
source deviation u_s = 0.50 V
u_d = 0.50 V: minimum, one mode = 65.55 mV
u_d = 0.50 V: minimum, 2D = 65.55 mV
u_d = 1.00 V: minimum, one mode = 92.62 mV
u_d = 1.00 V: minimum, 2D = 92.62 mV
shift of minimum, one mode = 27.07 mV
shift of minimum, 2D = 27.07 mV
shift with first-term lambda, same c_1 = 16.58 mV
OK
```
